# Spontaneous localization of a two-site electron coupled to an antisymmetric oscillator

## First half: the lower surface and the localization condition

### The decision

An extra electron is placed in a wide-gap material that offers it two equivalent neighbouring sites, and the atomic positions are to be relaxed. Should the relaxation start from the symmetric structure, or from one in which the surroundings of the two sites have been made unequal?

The choice can decide the answer. In the symmetric structure the electron is shared equally, and the force towards either unequal structure vanishes by symmetry. A relaxation that follows forces then stays where it began, whether that point is a minimum or the top of a barrier. The first outcome describes a shared electron, the second a missed self-trapped one. A model with one electron, two sites and one oscillator shows which case holds, how far the atoms move, and what a displaced start will do.

### The model and the origin of the antisymmetric coordinate

Let each site have its own local distortion, $q_1$ or $q_2$, with the same stiffness $K$ and mass $M$. An electron on site $j$ lowers its energy by $g q_j$, with $g>0$. If $n_j$ is the occupation of site $j$, the distortion and coupling energies are

$$
\frac K2(q_1^2+q_2^2)-g(n_1q_1+n_2q_2).
$$

Define the symmetric and antisymmetric coordinates

$$
X=\frac{q_1+q_2}{\sqrt2},\qquad x=\frac{q_1-q_2}{\sqrt2},
$$

so that $q_1=(X+x)/\sqrt2$ and $q_2=(X-x)/\sqrt2$. Squaring and adding gives $q_1^2+q_2^2=X^2+x^2$, because the cross terms cancel. The kinetic energy separates in the same way, with mass $M$ for each coordinate. The coupling becomes

$$
-\frac{g}{\sqrt2}\left[(n_1+n_2)X+(n_1-n_2)x\right].
$$

There is one electron, so $n_1+n_2=1$. The symmetric coordinate feels a constant force wherever the electron sits. It shifts to a new equilibrium and plays no part in choosing a site. The antisymmetric coordinate couples to the difference of occupations, and it alone is kept.

Write $A=g/\sqrt2$ and $\sigma_z=n_1-n_2$, so that $\sigma_z=+1$ on site 1 and $-1$ on site 2. The operator $\sigma_x$ exchanges the two site states. With transfer energy $t>0$ and momentum $P$ conjugate to $x$,

$$
H=-t\sigma_x-Ax\sigma_z+\frac{Kx^2}{2}+\frac{P^2}{2M}.
\tag{1}
$$

Positive $x$ favours site 1. The choice $t>0$ loses no generality: reversing the sign of one site state reverses the sign of the transfer term and leaves $\sigma_z$ unchanged. The electron's spin does not enter, since no term acts on it.

The model assumes a coupling linear in $x$, a harmonic restoring force, and a transfer energy independent of $x$.

### The adiabatic step

If the oscillator is slow, the electron adjusts to each value of $x$ before $x$ has changed appreciably. The adiabatic approximation drops $P^2/(2M)$ while the electronic problem is solved, treats $x$ as a number, and keeps the electron in its lower state. The resulting energy, including $Kx^2/2$, is the potential in which the oscillator moves.

In the order (site 1, site 2), the electronic matrix is

$$
h(x)=\begin{pmatrix}-Ax&-t\\-t&Ax\end{pmatrix}.
$$

Its eigenvalues $\varepsilon$ satisfy

$$
(-Ax-\varepsilon)(Ax-\varepsilon)-t^2
=\varepsilon^2-A^2x^2-t^2=0.
$$

The terms linear in $\varepsilon$ have cancelled. Hence $\varepsilon=\pm R$, and the two adiabatic surfaces are

$$
E_\pm(x)=\frac{Kx^2}{2}\pm R(x),\qquad
R(x)=\sqrt{t^2+A^2x^2}.
\tag{2}
$$

Their separation is $2R$, which is smallest at $x=0$, where it equals $2t$. The oscillator quantum $\hbar\omega$, with $\omega=\sqrt{K/M}$, should therefore be much smaller than $2t$.

### Where the electron is

The occupations follow from the lower eigenvector. Since $R^2=t^2+A^2x^2$, an angle $\theta$ can be defined by

$$
Ax=R\cos\theta,\qquad t=R\sin\theta,\qquad 0<\theta<\pi.
$$

Then $h=-R(\cos\theta\,\sigma_z+\sin\theta\,\sigma_x)$. Try the vector

$$
\phi=\begin{pmatrix}\cos(\theta/2)\\ \sin(\theta/2)\end{pmatrix}.
\tag{3}
$$

The first component of $h\phi$ is

$$
-R\left[\cos\theta\cos\frac\theta2+\sin\theta\sin\frac\theta2\right]
=-R\cos\frac\theta2,
$$

and the second is

$$
-R\left[\sin\theta\cos\frac\theta2-\cos\theta\sin\frac\theta2\right]
=-R\sin\frac\theta2,
$$

by the formulas for the cosine and sine of a difference. Thus $h\phi=-R\phi$, and $\phi$ is the lower state. Its site imbalance is

$$
s=\langle\sigma_z\rangle
=\cos^2\frac\theta2-\sin^2\frac\theta2
=\cos\theta=\frac{Ax}{R}.
\tag{4}
$$

At $x=0$ the electron is shared equally. When $A|x|\gg t$, it is almost entirely on the favoured site.

### Force balance and feedback

From $R^2=t^2+A^2x^2$ we have $2R\,dR/dx=2A^2x$, so $dR/dx=A^2x/R$. The slope of the lower surface is

$$
\frac{dE_-}{dx}=Kx-\frac{A^2x}{R}=Kx-As.
\tag{5}
$$

The restoring force is $-Kx$, and the electron exerts the force $+As$. At a stationary point they balance:

$$
Kx=As.
\tag{6}
$$

A displacement produces an imbalance through equation (4), and the imbalance pushes the displacement further through equation (6). Localization needs this feedback to overcome the spring.

For small $x$, $R\simeq t$ and $s\simeq Ax/t$. The electron then pushes outwards with force $A^2x/t$, against a restoring force of magnitude $Kx$. The outward force wins if $A^2/t>K$. This motivates the dimensionless coupling

$$
\lambda=\frac{A^2}{Kt}.
\tag{7}
$$

### Expansion about the symmetric point

To see what happens at equality, put $y=A^2x^2/t^2$. Then $R=t\sqrt{1+y}$, and for small $y$

$$
R=t\left(1+\frac y2-\frac{y^2}{8}+\cdots\right)
=t+\frac{A^2x^2}{2t}-\frac{A^4x^4}{8t^3}+\cdots .
$$

Subtracting this from $Kx^2/2$ gives

$$
E_-(x)=-t+\frac12\left(K-\frac{A^2}{t}\right)x^2
+\frac{A^4x^4}{8t^3}+\cdots .
\tag{8}
$$

The curvature at $x=0$ is

$$
K-\frac{A^2}{t}=K(1-\lambda).
\tag{9}
$$

It is positive for $\lambda<1$ and negative for $\lambda>1$. At $\lambda=1$ the quadratic term vanishes and the positive quartic term still makes $x=0$ a minimum.

This is a local result. By itself it does not exclude a distant, lower minimum that appears while $x=0$ is still stable. That possibility has to be examined on the whole surface.

### The whole surface

The relation $A^2x^2=R^2-t^2$ allows the lower energy to be written in terms of $R$ instead of $x$:

$$
E_-=\frac{K}{2A^2}(R^2-t^2)-R,\qquad R\ge t.
$$

Completing the square gives

$$
E_-=\frac{K}{2A^2}\left(R-\frac{A^2}{K}\right)^2
-\frac{A^2}{2K}-\frac{Kt^2}{2A^2}.
\tag{10}
$$

Expanding the square confirms this: its middle term is $-R$, and its last term, $+A^2/(2K)$, is cancelled by the next term in the equation.

The energy is therefore an upward parabola in $R$, with its vertex at

$$
R_0=\frac{A^2}{K}=\lambda t.
$$

As $|x|$ grows from zero, $R$ grows steadily from $t$. There are two cases.

If $\lambda\le1$, the vertex lies at or below the smallest allowed value $R=t$. The energy rises throughout $R>t$, so it rises with $|x|$ everywhere. The point $x=0$ is the sole minimum.

If $\lambda>1$, the vertex lies inside the allowed range. As $|x|$ increases, the energy first falls until $R=\lambda t$ and then rises. There is a maximum at $x=0$ and one minimum on each side. No other stationary points exist.

The condition for spontaneous localization on the adiabatic surface is therefore

$$
\boxed{\lambda>1\quad\Longleftrightarrow\quad A^2>Kt.}
\tag{11}
$$

At the minima, $A^2x^2=R_0^2-t^2=A^4/K^2-t^2$. Division by $A^2$ gives

$$
x^2=\frac{A^2}{K^2}-\frac{t^2}{A^2}
=\frac{A^2}{K^2}\left(1-\frac{K^2t^2}{A^4}\right),
$$

and hence

$$
\boxed{x=\pm x_0,\qquad
x_0=\frac AK\sqrt{1-\frac1{\lambda^2}}.}
\tag{12}
$$

As $\lambda$ approaches 1 from above, $x_0$ goes continuously to zero, so the minimum does not jump.

This also settles the opening question within the model. From a displaced start, a downhill relaxation returns to $x=0$ if $\lambda\le1$ and reaches the minimum on the starting side if $\lambda>1$. A start at $x=0$ cannot distinguish the two cases by its force. A relaxation from a displaced start distinguishes them by where it ends. Its first force alone may not: for $\lambda>1$ the force points outwards only when $0<|x|<x_0$, and beyond $x_0$ it points inwards, as it does for $\lambda\le1$.

### Why the energy gained need only exceed half of the transfer energy

It is tempting to compare two extreme states. A shared electron at $x=0$ has energy $-t$. An electron confined to site 1 has energy $Kx^2/2-Ax$, whose minimum is $-A^2/(2K)$ at $x=A/K$. Requiring the second energy to be lower gives $A^2/(2K)>t$, or $\lambda>2$. This is sufficient for localization but not necessary, because the electron may localize partially.

To include partial localization, fix the imbalance $s$ and use real site amplitudes of equal sign, $\sqrt{(1+s)/2}$ and $\sqrt{(1-s)/2}$. Twice their product is $\langle\sigma_x\rangle=\sqrt{1-s^2}$. The energy is

$$
-t\sqrt{1-s^2}-Axs+\frac{Kx^2}{2}.
$$

For fixed $s$ it is lowest at $x=As/K$, where the last two terms add to $-A^2s^2/(2K)$. Thus

$$
\mathcal E(s)=-t\sqrt{1-s^2}-\frac{A^2}{2K}s^2.
\tag{13}
$$

For small $s$, $\sqrt{1-s^2}\simeq1-s^2/2$, so

$$
\mathcal E(s)\simeq-t+\left(\frac t2-\frac{A^2}{2K}\right)s^2.
$$

A small imbalance costs $ts^2/2$ in transfer energy and gains $A^2s^2/(2K)$ from the lattice. The symmetric state is unstable when $A^2/(2K)>t/2$, in agreement with equation (11). For $1<\lambda<2$, a fully confined electron lies above the symmetric state, while a partly localized one lies below it.

### An error in the electronic energy moves the threshold

Equation (13) also shows how an approximate electronic method can change the decision. Suppose that the method adds a spurious energy $Us^2/2$, with $U>0$ penalizing unequal occupations. The coefficient of $s^2$ becomes

$$
\frac12\left(t+U-\frac{A^2}{K}\right).
$$

The symmetric point then becomes unstable at $A^2/K>t+U$ instead of $A^2/K>t$. If $t<A^2/K<t+U$, the method makes the symmetric point locally stable although the model without the error localizes. A spurious term of the opposite sign lowers the threshold. A displaced start does not cure such an error, since the surface itself has changed.

## Second half: the displaced minima and their limits

### Symbols and results carried forward

The electron has transfer energy $t$ between two equivalent sites. The antisymmetric coordinate $x$ has stiffness $K$, mass $M$ and coupling $A$, and $\omega=\sqrt{K/M}$. The lower and upper surfaces are $E_\mp=Kx^2/2\mp R$, with $R=\sqrt{t^2+A^2x^2}$. The site imbalance in the lower state is $s=Ax/R$.

With $\lambda=A^2/(Kt)$, localization on the lower surface requires $\lambda>1$. The minima are then at $x=\pm x_0$, where $x_0=(A/K)\sqrt{1-1/\lambda^2}$ and $R=R_0=A^2/K=\lambda t$.

### Occupation, energy and barrier

The force balance $Kx=As$ gives the imbalance at the minima:

$$
s_0=\pm\frac{Kx_0}{A}=\pm\sqrt{1-\frac1{\lambda^2}}.
\tag{14}
$$

The occupations are $(1+s_0)/2$ on site 1 and $(1-s_0)/2$ on site 2. For finite $t$ the less favoured site keeps some of the electron.

The two minima are equivalent because exchanging the sites and reversing $x$ leaves the Hamiltonian unchanged. Their common energy is the value of the parabola (10) at its vertex:

$$
E_{\min}=-\frac{A^2}{2K}-\frac{Kt^2}{2A^2}
=-\frac t2\left(\lambda+\frac1\lambda\right).
\tag{15}
$$

The symmetric point has energy $-t$. The barrier on the lower surface is therefore

$$
B=-t-E_{\min}
=\frac t2\left(\lambda-2+\frac1\lambda\right)
=\frac{t(\lambda-1)^2}{2\lambda}.
\tag{16}
$$

Just above threshold, put $\lambda=1+\delta$ with $0<\delta\ll1$. Then $1-1/\lambda^2\simeq2\delta$, so $x_0\simeq(A/K)\sqrt{2\delta}$, while $B\simeq t\delta^2/2$. The displacement grows quickly, but the energy gained remains small. A calculation near threshold therefore needs tight energy and force convergence. For $\lambda\gg1$, $x_0$ approaches $A/K$ and the barrier approaches $A^2/(2K)-t$.

### Stiffness of the displaced wells

Differentiate the slope $Kx-A^2x/R$ once more, using $dR/dx=A^2x/R$:

$$
\frac{d^2E_-}{dx^2}
=K-\frac{A^2}{R}+\frac{A^4x^2}{R^3}
=K-\frac{A^2(R^2-A^2x^2)}{R^3}
=K-\frac{A^2t^2}{R^3}.
\tag{17}
$$

At the minima $R=A^2/K$, so the curvature is

$$
K_0=K-\frac{K^3t^2}{A^4}
=K\left(1-\frac1{\lambda^2}\right).
\tag{18}
$$

It is positive for $\lambda>1$, as a minimum requires. It is smaller than $K$ because the electron still responds to small motions about the minimum. The harmonic frequency in either well is $\omega_0=\omega\sqrt{1-1/\lambda^2}$.

### The upper surface and the vertical excitation

The slope of the upper surface is

$$
\frac{dE_+}{dx}=x\left(K+\frac{A^2}{R}\right).
$$

The bracket is positive, so this surface has one minimum, at $x=0$, for every coupling. The instability belongs to the lower electronic state.

An excitation at fixed $x=\pm x_0$ costs

$$
E_+(x_0)-E_-(x_0)=2R_0=\frac{2A^2}{K}.
\tag{19}
$$

This is not the barrier for moving from one site to the other. Their ratio is $4\lambda^2/(\lambda-1)^2$, which exceeds 4 for every finite $\lambda>1$. The excitation changes the electronic state while the atoms stay fixed. Passage over the barrier moves the atoms while the electron stays in its lower state.

### A worked example

Take the round model parameters $t=0.25$ eV, $K=10$ eV/Å$^2$, $A=2.5$ eV/Å and $M=16$ u. They are not fitted to any material. The coupling is

$$
\lambda=\frac{(2.5)^2}{10\times0.25}=2.5,
$$

so the electron localizes. At the same $t$ and $K$, the critical coupling is $\sqrt{10\times0.25}=1.58$ eV/Å.

The minima lie at

$$
x_0=\frac{2.5}{10}\sqrt{1-\frac1{2.5^2}}
=0.25\times0.9165=0.229\ \text{Å}.
$$

At $+x_0$ the imbalance is 0.917. The occupation is $(1+0.917)/2=0.958$ on site 1 and 0.042 on site 2.

The distortion costs $\tfrac12(10)(0.2291)^2=0.2625$ eV. The electronic energy is $-R_0=-6.25/10=-0.625$ eV. Their sum is $-0.3625$ eV, compared with $-0.250$ eV at the symmetric point. The barrier is

$$
B=-0.250-(-0.3625)=0.1125\ \text{eV}.
$$

The vertical excitation energy is $2\times0.625=1.25$ eV, about 11 times the barrier. The curvature is $10(1-2.5)=-15$ eV/Å$^2$ at the centre and $10(1-0.16)=8.4$ eV/Å$^2$ in the wells.

Changing $A$ alone takes the system through the threshold:

| $A$ (eV/Å) | $\lambda$ | Minima | Distance from centre (Å) |
|---:|---:|---:|---:|
| 1.5 | 0.900 | 1 | 0 |
| 1.6 | 1.024 | 2 | 0.034 |
| 2.0 | 1.600 | 2 | 0.156 |
| 2.5 | 2.500 | 2 | 0.229 |

These positions were found by numerical diagonalization and minimization, and they were tested against equation (12). The second row shows the difficulty near threshold. The displacement is already 0.034 Å, but equation (16) gives a barrier of only $0.25(0.024)^2/(2\times1.024)=7\times10^{-5}$ eV. An energy error of 1 meV would hide it.

### What the oscillator's kinetic energy changes

The surface has two minima, but the full Hamiltonian (1) retains the symmetry between them. Let $\Pi$ exchange the sites and reverse both $x$ and $P$. Then $\Pi H\Pi=H$, while $\Pi x\Pi=-x$. A nondegenerate eigenstate $\psi$ of $H$ is also an eigenstate of $\Pi$, with eigenvalue $\pm1$, so

$$
\langle\psi|x|\psi\rangle
=\langle\psi|\Pi x\Pi|\psi\rangle
=-\langle\psi|x|\psi\rangle=0.
$$

For the example, diagonalization of the full Hamiltonian gives a ground state separated from the next level by $5.0\times10^{-5}$ eV. Its mean displacement vanishes within the tested limit of $10^{-6}$ Å, while its root-mean-square displacement is 0.232 Å. The mean alone would suggest an undistorted structure. The root-mean-square value is close to $x_0$, as expected for an oscillator found mostly near the two minima. By symmetry, both signs of $x$ are equally likely.

Spontaneous localization thus means that the adiabatic surface has two displaced minima. It does not mean that the exact ground state of an isolated, perfectly symmetric system sits in one of them.

### Tunnelling between the wells

Under the barrier the oscillator wave function $\chi$ obeys $\chi''=\kappa^2\chi$, where $\kappa^2=2M(E_--E)/\hbar^2$ and $E$ is the level energy. If $\kappa$ varies slowly, $\chi$ decays roughly as $\exp(-\int\kappa\,dx)$. The splitting is governed by the product of the two well states near the centre. Each contributes the decay over its own half of the barrier, so the product contains the integral from $-x_0$ to $x_0$.

To leading order for a heavy oscillator, set $E=E_{\min}$ in the exponent. Equation (10) then gives

$$
E_--E_{\min}=\frac{K}{2A^2}(R_0-R)^2,
$$

and the splitting $\Delta$ contains the factor $e^{-S}$, with

$$
S=\frac{\sqrt{MK}}{\hbar A}\int_{-x_0}^{x_0}(R_0-R)\,dx.
\tag{20}
$$

The integral does not depend on $M$, so $S$ grows as $\sqrt M$. The factor in front of the exponential is not determined here.

The integral of $R$ between these limits is $x_0R_0+(t^2/A)\operatorname{arsinh}(Ax_0/t)$, as differentiation with respect to the upper limit confirms. Subtracting it from $2x_0R_0$ leaves

$$
x_0R_0-\frac{t^2}{A}\operatorname{arsinh}\frac{Ax_0}{t}
=0.1432-0.0392=0.104\ \text{eV Å}.
$$

Since $\sqrt{MK}=K/\omega$ and $\hbar\omega=0.0511$ eV, the exponent for 16 u is

$$
S=\frac{10}{0.0511\times2.5}\times0.104=8.1.
$$

Scaling by $\sqrt M$ gives 5.8 for 8 u and 11.5 for 32 u. The exponential factor therefore falls by about 11 on the first doubling of mass and about 29 on the second. The computed splittings are $6.1\times10^{-4}$, $5.0\times10^{-5}$ and $1.5\times10^{-6}$ eV, which fall by factors of 12 and 33. The exponent accounts for most of the change.

### A weak bias selects a well

A real pair of sites may be slightly unequal. Add $-b\sigma_z/2$ to the Hamiltonian, which favours site 1 for $b>0$. In the two displaced wells $\sigma_z$ is close to $\pm s_0$, so their energies differ by about $b|s_0|$. If this exceeds $\Delta$ by a wide margin, the ground state settles mainly in one well.

With $b=10^{-3}$ eV and $M=16$ u, the well difference is about $9\times10^{-4}$ eV, some 18 times the splitting. The computed mean displacement is 0.2252 Å, instead of zero. For 64 u and 256 u it is 0.2276 and 0.2284 Å, approaching the minimum of the biased well. The bias adds the force $(b/2)\,ds/dx=bAt^2/(2R_0^3)$ there, so this minimum lies only $4\times10^{-5}$ Å beyond $x_0=0.2291$ Å, a shift neglected below.

Most of the remaining inward shift comes from the shape of the well. Differentiating equation (17) gives the third derivative

$$
E_-'''=\frac{3A^4t^2x}{R^5},
$$

which is positive at $+x_0$: the well is softer on its inner side. In a stationary state the mean force is zero. With $u=x-x_0$, expansion of the force gives, to leading order,

$$
K_0\langle u\rangle+\tfrac12E_-'''\langle u^2\rangle=0,
\qquad
\langle u\rangle=-\frac{E_-'''\langle u^2\rangle}{2K_0}.
\tag{21}
$$

In a harmonic ground state the mean potential energy $K_0\langle u^2\rangle/2$ is half of the zero-point energy $\hbar\omega_0/2$, so $\langle u^2\rangle=\hbar\omega_0/(2K_0)$. For 16 u, $\hbar\omega_0=0.0511\times0.9165=0.0468$ eV and $\langle u^2\rangle=0.00279$ Å$^2$. With $E_-'''=17.6$ eV/Å$^3$, the shift is $-0.0029$ Å. It scales as $M^{-1/2}$, giving $-0.0015$ Å for 64 u and $-0.0007$ Å for 256 u.

The computed shifts are $-0.0040$, $-0.0016$ and $-0.0007$ Å. The leading estimate is good for the heavier masses and falls short for 16 u, where residual tunnelling and higher-order terms also contribute.

### How far the adiabatic surface can be trusted

Here $\hbar\omega/(2t)=0.10$, so the oscillator is slow compared with the smallest electronic gap. The first correction to the surface can be estimated from the change of the electronic state (3) with $x$. Let the full state be $\phi(x)\chi(x)$. Projecting its kinetic energy onto $\phi$ gives

$$
-\frac{\hbar^2}{2M}\left[\chi''+2\langle\phi|\phi'\rangle\chi'
+\langle\phi|\phi''\rangle\chi\right].
$$

Since $\phi$ is real and normalized, $\langle\phi|\phi'\rangle=0$. Differentiating this relation gives $\langle\phi|\phi''\rangle=-\langle\phi'|\phi'\rangle=-(\theta')^2/4$. The surface is therefore raised by $\hbar^2(\theta')^2/(8M)$.

From $\cot\theta=Ax/t$ and $\sin\theta=t/R$, $\theta'=-At/R^2$. The correction is largest at $x=0$, where $|\theta'|=A/t$. Using $\hbar^2/M=(\hbar\omega)^2/K$, it equals

$$
\frac{(\hbar\omega)^2A^2}{8Kt^2}
=\frac{\lambda(\hbar\omega)^2}{8t}
=0.003\ \text{eV},
$$

about 3% of the barrier. Coupling to the upper surface is a further correction, which this estimate leaves out.

A separate requirement is that the wells hold a level below the barrier. The computed ground level lies 0.023 eV above the well bottom, well below the barrier of 0.1125 eV. Near threshold the barrier shrinks as $(\lambda-1)^2$, so for a fixed mass this requirement fails before $\lambda$ reaches 1. Two minima on the surface then no longer imply two well-separated localized states.

### Using the result in a relaxation

Relax from a displaced structure as well as from the symmetric one, and compare the energies. If the displaced start returns to the centre, the surface calculated by that method has no localized minimum on that path. If it settles away from the centre with a lower energy, the symmetric structure is not the ground structure. A negative curvature at the centre gives the same warning before any displaced relaxation is run.

In a real solid there are further sites, vibrational modes and electronic levels, and the restoring force need not be harmonic. The absence of a distant minimum for $\lambda\le1$ was proved for the present model and does not carry over automatically. A small trial displacement may then miss a minimum that a larger one would find. Temperature and interactions with other electrons are also outside the model. The numerical output below gives the values for the example.

## Numbers as computed

```
transfer energy t = 0.250 eV
stiffness K = 10.00 eV/angstrom^2
coupling A = 2.50 eV/angstrom
oscillator mass M = 16.0 u
lambda = 2.5000 (dimensionless)
critical coupling = 1.5811 eV/angstrom
minima at x = +/- 0.22913 angstrom
site imbalance at +x0 = 0.91652 (dimensionless)
site 1 occupation at +x0 = 0.95826
site 2 occupation at +x0 = 0.04174
elastic energy at minimum = 0.26250 eV
electronic energy at minimum = -0.62500 eV
total energy at minimum = -0.36250 eV
total energy at x=0 = -0.25000 eV
barrier = 0.11250 eV
vertical excitation at minimum = 1.25000 eV
curvature at minimum = 8.400 eV/angstrom^2
curvature at x=0 = -15.00 eV/angstrom^2
scan: A = 1.50 eV/angstrom, lambda = 0.900, minima = 1, |x| = 0.0000 angstrom
scan: A = 1.60 eV/angstrom, lambda = 1.024, minima = 2, |x| = 0.0344 angstrom
scan: A = 2.00 eV/angstrom, lambda = 1.600, minima = 2, |x| = 0.1561 angstrom
scan: A = 2.50 eV/angstrom, lambda = 2.500, minima = 2, |x| = 0.2291 angstrom
oscillator quantum = 0.05111 eV
oscillator quantum / (2t) = 0.1022
quantum ground level above well bottom = 0.02316 eV
unbiased |mean x| below 1e-6 angstrom: True
unbiased rms x = 0.2316 angstrom
tunnel splitting, M = 8 u: 6.097e-04 eV
tunnel splitting, M = 16 u: 4.976e-05 eV
tunnel splitting, M = 32 u: 1.488e-06 eV
site bias = 1.0e-03 eV
biased mean x, M = 16 u: 0.22516 angstrom
biased mean x, M = 64 u: 0.22756 angstrom
biased mean x, M = 256 u: 0.22840 angstrom
```
